\section*{Why Antiferromagnetically Coupled Skyrmions Run Straight, and When They Do Not}

\section{The question}

A current drives a skyrmion through a ferromagnetic film with weak damping, and the skyrmion moves at a large angle to the driving force. Two such films are now coupled antiferromagnetically, so that a skyrmion in one is bound to its magnetic opposite in the other. If the layers are equal, the pair moves along the force. Why does the deflection disappear, and how much of it returns when the layer moments differ slightly?

The cancellation of the moments suggests itself as the reason. The dynamics, however, contains angular momentum. Layer $i$, with magnetization $M_i$, thickness $t_i$ and gyromagnetic ratio $\gamma_i$, has the spin density per unit area
\begin{equation}
 s_i=\frac{M_i t_i}{\gamma_i},\qquad \gamma_i=\frac{g_i\mu_B}{\hbar}.
\end{equation}
Equal moments $M_it_i$ mean equal $s_i$ if the $g$-factors agree. The derivation is done with $s_i$, and the moments are put in at the end.

\section{The force balance in one layer}

Let $\mathbf m(\mathbf r,t)$ be the unit magnetization of one layer, uniform through its thickness, and $E$ its energy. The Landau--Lifshitz--Gilbert equation is
\begin{equation}
 s\dot{\mathbf m}=-\mathbf m\times\mathbf H+\alpha s\,\mathbf m\times\dot{\mathbf m},
 \qquad
 \mathbf H=-\frac{\delta E}{\delta\mathbf m}+c\,\mathbf m\times\mathbf p .
 \label{llg}
\end{equation}
Here $\alpha$ is the damping. The term with $c$ is a damping-like spin-orbit torque: a spin current polarized along the in-plane unit vector $\mathbf p$ is absorbed in the layer. Both $\mathbf H$ and $c$ are energies per area.

To find the force, take the cross product of (\ref{llg}) with $\mathbf m$ from the left. Since $\mathbf m\times(\mathbf m\times\mathbf a)=\mathbf m(\mathbf m\cdot\mathbf a)-\mathbf a$ and $\mathbf m\cdot\dot{\mathbf m}=0$,
\begin{equation}
 s\,\mathbf m\times\dot{\mathbf m}=\mathbf H-\mathbf m(\mathbf m\cdot\mathbf H)-\alpha s\dot{\mathbf m}.
\end{equation}
Now take the scalar product with $\partial_j\mathbf m$, which is perpendicular to $\mathbf m$, so that the middle term on the right drops out. For steady rigid motion, $\mathbf m=\mathbf m(\mathbf r-\mathbf vt)$ and $\dot{\mathbf m}=-v_k\partial_k\mathbf m$, with summation over $k=x,y$. Hence
\begin{equation}
 -s v_k\,\mathbf m\cdot(\partial_k\mathbf m\times\partial_j\mathbf m)
 =\mathbf H\cdot\partial_j\mathbf m+\alpha s v_k\,\partial_k\mathbf m\cdot\partial_j\mathbf m .
 \label{local}
\end{equation}
Integration over the plane introduces three quantities:
\begin{align}
 4\pi Q&=\int\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\,dA,\\
 d&=\int(\partial_x\mathbf m)^2dA=\int(\partial_y\mathbf m)^2dA,\\
 F_j&=-\int\mathbf H\cdot\partial_j\mathbf m\,dA .
 \label{force}
\end{align}
The two forms of $d$ agree for a circular skyrmion, for which the mixed integral of $\partial_x\mathbf m\cdot\partial_y\mathbf m$ vanishes. The sign of $F_j$ makes it a force: a displacement $\delta R_j$ changes $\mathbf m$ by $-\delta R_j\partial_j\mathbf m$, and the work done by $\mathbf H$ is then $F_j\delta R_j$.

The left side of (\ref{local}) integrates to $-4\pi sQ\,\epsilon_{kj}v_k$, with $\epsilon_{xy}=1=-\epsilon_{yx}$. Rearranged, the result is the Thiele equation
\begin{equation}
 \mathbf F=\Gamma\mathbf v+G\,\hat{\mathbf z}\times\mathbf v,
 \qquad \Gamma=\alpha s d,\quad G=4\pi sQ,
 \label{thiele}
\end{equation}
where $\hat{\mathbf z}\times\mathbf v=(-v_y,v_x)$. The first term is drag. The second, moved to the other side, is the Magnus force $-G\hat{\mathbf z}\times\mathbf v$, which acts at right angles to the velocity. For a force along $x$ the $y$ component reads $0=\Gamma v_y+Gv_x$, so a single skyrmion has
\begin{equation}
 \tan\theta_0=\frac{v_y}{v_x}=-\frac{G}{\Gamma}=-\frac{4\pi Q}{\alpha d}.
 \label{single}
\end{equation}
The spin density has cancelled: a thin layer deflects its skyrmion as much as a thick one of the same $\alpha$ and $d$.

\section{What changes when the magnetization is reversed}

Let layer 1 have $\mathbf m_1=\mathbf m$ and layer 2 have $\mathbf m_2=-\mathbf m$. The charge density contains three factors of $\mathbf m$, so $Q_2=-Q_1$ and the gyroscopic coefficient changes sign. The integral $d$ contains two factors and is unchanged.

The driving force must be checked too, because a reversed force would spoil the argument. In a uniform film the energy of a layer by itself does not depend on the skyrmion's position and gives no force. The torque term in (\ref{force}) gives, with $(\mathbf m\times\mathbf p)\cdot\mathbf a=\mathbf p\cdot(\mathbf a\times\mathbf m)$,
\begin{equation}
 F_j=-c\,\mathbf p\cdot\!\int\partial_j\mathbf m\times\mathbf m\,dA
 =c\,\mathbf p\cdot\!\int\mathbf m\times\partial_j\mathbf m\,dA .
 \label{drive}
\end{equation}
This is also quadratic in $\mathbf m$. With the same $\mathbf p$ and the same sign of $c$ in both layers, the two skyrmions are pushed in the same direction and deflected to opposite sides.

Exchange, uniaxial anisotropy and chiral exchange are quadratic in $\mathbf m$ as well. If the chiral exchange has the same sign in both layers, $\mathbf m$ and $-\mathbf m$ are therefore equally good equilibrium textures. For layers with slightly different thicknesses we assume the same energy densities per volume in both. All intralayer energies then scale with thickness, and the common profile remains an equilibrium. For chiral exchange or anisotropy that originates at an interface this is an approximation, because their energy per area does not grow with thickness. Stray fields are included only through an effective anisotropy.

\section{How the coupling removes the deflection}

Let the interlayer energy be $\sigma\int\mathbf m_1\cdot\mathbf m_2\,dA$ with $\sigma>0$, which favours $\mathbf m_2=-\mathbf m_1$. It contributes $-\sigma\mathbf m_2$ to $\mathbf H_1$, so by (\ref{force}) the force of layer 2 on layer 1 is
\begin{equation}
 f_j=\sigma\int\mathbf m_2\cdot\partial_j\mathbf m_1\,dA .
 \label{coupling}
\end{equation}
The force on layer 2 is obtained by exchanging the labels. The sum of the two is $\sigma\int\partial_j(\mathbf m_1\cdot\mathbf m_2)\,dA=0$, because $\mathbf m_1\cdot\mathbf m_2$ has the same value far away on all sides. The internal forces are thus $\mathbf f$ and $-\mathbf f$. A bound pair has a common velocity, and
\begin{align}
 \mathbf F_1+\mathbf f&=\Gamma_1\mathbf v+G_1\hat{\mathbf z}\times\mathbf v,\label{one}\\
 \mathbf F_2-\mathbf f&=\Gamma_2\mathbf v+G_2\hat{\mathbf z}\times\mathbf v.\label{two}
\end{align}

Take equal layers and equal drives $F\hat{\mathbf x}$. Then $\Gamma_1=\Gamma_2=\Gamma$ and $G_2=-G_1$. Adding the equations gives $2F\hat{\mathbf x}=2\Gamma\mathbf v$, so the motion is along $x$ with $v=F/\Gamma$. Putting this back into (\ref{one}) leaves
\begin{equation}
 \mathbf f=G_1v\,\hat{\mathbf y}.
 \label{internal}
\end{equation}
This is the mechanism. Neither Magnus force has disappeared. Each layer still pushes its skyrmion sideways, and the interlayer coupling holds the two together against these opposite pushes.

A numerical integration of (\ref{llg}) for two coupled lattice layers, which makes no use of (\ref{thiele}), shows each part of this picture. Without coupling the skyrmions leave at $+69.6^\circ$ and $-69.6^\circ$, as (\ref{single}) predicts. With coupling the deflection is zero to the printed accuracy. The force (\ref{coupling}), evaluated from the moving textures, is $-0.353$ in lattice units, and $G_1v$ has the same value.

\section{The residual deflection}

For unequal layers write $Q$ for the charge in layer 1. The sum of (\ref{one}) and (\ref{two}) is
\begin{equation}
 \mathbf F_1+\mathbf F_2=\Gamma_{\rm t}\mathbf v+G_{\rm t}\hat{\mathbf z}\times\mathbf v,
\end{equation}
with
\begin{equation}
 \Gamma_{\rm t}=d(\alpha_1s_1+\alpha_2s_2),\qquad
 G_{\rm t}=4\pi Q(s_1-s_2).
\end{equation}
With the total force $F_{\rm t}$ along $x$, the components are
\begin{align}
 F_{\rm t}&=\Gamma_{\rm t}v_x-G_{\rm t}v_y, & 0&=\Gamma_{\rm t}v_y+G_{\rm t}v_x .
\end{align}
The second gives the angle,
\begin{equation}
 \tan\theta=-\frac{4\pi Q\,(s_1-s_2)}{d\,(\alpha_1s_1+\alpha_2s_2)} .
 \label{general}
\end{equation}
Squaring and adding the two components removes the cross terms and gives the speed,
\begin{equation}
 v=\frac{F_{\rm t}}{\sqrt{\Gamma_{\rm t}^2+G_{\rm t}^2}} .
 \label{speed}
\end{equation}
For equal damping $\alpha$, (\ref{general}) becomes
\begin{equation}
 \tan\theta=\eta\tan\theta_0,\qquad \eta=\frac{s_1-s_2}{s_1+s_2},
 \label{eta}
\end{equation}
and for equal $g$-factors $\gamma$ cancels, so that the moments appear directly:
\begin{equation}
 \eta=\frac{M_1t_1-M_2t_2}{M_1t_1+M_2t_2}.
\end{equation}

The pair is deflected to the side preferred by the layer with more spin. The coupling constant $\sigma$ and the division of the drive between the layers do not appear, since both enter only through $\mathbf f$, which has dropped out. This was tested with $s_1=1.1$ and $s_2=0.9$, for which (\ref{eta}) predicts $15.0^\circ$. The lattice integration gives $15.0^\circ$, and gives it again when the coupling is reduced from 0.5 to 0.2 and the whole drive is applied to layer 1.

\subsection{When is an imbalance small?}

The angle is small if $|\eta|\ll\alpha d/4\pi$, which is a stricter condition than $|\eta|\ll1$ when the damping is weak. The integral $d$ has a lower bound. Because $|\mathbf m\times\partial_y\mathbf m|=|\partial_y\mathbf m|$,
\begin{align}
 0&\le\int(\partial_x\mathbf m\pm\mathbf m\times\partial_y\mathbf m)^2dA\nonumber\\
 &=2d\pm2\int\partial_x\mathbf m\cdot(\mathbf m\times\partial_y\mathbf m)\,dA
 =2d\mp8\pi Q .
\end{align}
The last step uses $\partial_x\mathbf m\cdot(\mathbf m\times\partial_y\mathbf m)=-\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)$. Choosing the sign that gives the stronger condition, $d\ge4\pi|Q|$, and therefore $|\tan\theta|\le|\eta|/\alpha$.

Two limits differ. At fixed damping, $\eta\to0$ gives straight motion. At fixed imbalance, $\alpha\to0$ gives $\theta\to\pm90^\circ$, however small $\eta$ is: without drag, the remaining Magnus force has nothing to compete with except the drive. This holds only while the pair stays bound. In this limit the internal force at a given drive grows roughly as $1/|\eta|$, so a smaller imbalance requires a weaker drive. For $s_2\to0$, (\ref{eta}) returns the single-layer angle.

\section{How strong must the coupling be?}

Although $\sigma$ is absent from the angle, it must supply the force (\ref{internal}). Suppose that the skyrmions stay rigid and are displaced by $\delta$ relative to each other. Since $1-\mathbf a\cdot\mathbf b=\tfrac12|\mathbf a-\mathbf b|^2$ for unit vectors, the energy cost along $x$, or equally along $y$, is
\begin{equation}
 \frac{\sigma}{2}\int|\mathbf m(\mathbf r+\delta\hat{\mathbf x})-\mathbf m(\mathbf r)|^2dA
 \simeq\frac{\sigma d}{2}\,\delta^2 .
\end{equation}
The restoring force is $\sigma d\,\delta$. Equating it to the Magnus force in layer 1, with $|Q|=1$, gives the scale
\begin{equation}
 \delta\simeq\frac{4\pi s_1v}{\sigma d}.
 \label{shift}
\end{equation}
It has to be small compared with the distance over which $\mathbf m$ turns if $\mathbf m_2\simeq-\mathbf m_1$ is to hold. For a large skyrmion this distance is the width of its wall, which can be much smaller than the radius.

This is a scale and not a prediction of the distance between the centres. Because $\mathbf m_1\cdot\partial_j\mathbf m_1=0$, (\ref{coupling}) can be written as $f_j=\sigma\int(\mathbf m_1+\mathbf m_2)\cdot\partial_j\mathbf m_1\,dA$. The force thus requires a local mismatch $\mathbf m_1+\mathbf m_2$, and a rigid shift is one of many patterns that provide it. In the lattice integration the centres separate by 0.028 sites, while (\ref{shift}) gives 0.045.

\section{A two per cent imbalance in numbers}

Take round model parameters: exchange stiffness $A=10$ pJ/m, effective anisotropy $K=0.1$ MJ/m$^3$, interfacial chiral exchange $D=1$ mJ/m$^2$, $M=600$ kA/m, $\alpha=0.1$ and $g=2$ in both layers. The thicknesses are 1.02 and 0.98 nm, so $\eta=0.04/2.00=0.02$.

\subsection{Profile and driving force}

In layer 1 let the magnetization point up far away and down in the centre,
\begin{equation}
 \mathbf m=(\sin\Theta\cos\varphi,\ \sin\Theta\sin\varphi,\ \cos\Theta),
\end{equation}
with $\Theta(0)=\pi$ and $\Theta(\infty)=0$. Its charge is $Q=\tfrac12\int_0^\infty\Theta'\sin\Theta\,dr=\tfrac12[-\cos\Theta]_0^\infty=-1$. The chiral energy density $D(m_z\nabla\!\cdot\mathbf m-\mathbf m\cdot\nabla m_z)$ becomes $D(\Theta'+\sin\Theta\cos\Theta/r)$. With lengths in units of $w=\sqrt{A/K}=10$ nm and $\chi=D/\sqrt{AK}=1$, the energy is proportional to
\begin{equation}
 \int_0^\infty\! r\Big[\Theta'^2+\frac{\sin^2\Theta}{r^2}+\sin^2\Theta
 +\chi\Big(\Theta'+\frac{\sin\Theta\cos\Theta}{r}\Big)\Big]dr .
\end{equation}
Its Euler--Lagrange equation is $2(r\Theta')'+\chi=2\sin\Theta\cos\Theta\,(r+1/r)+\chi\cos2\Theta$. Dividing by $2r$ and using $1-\cos2\Theta=2\sin^2\Theta$ gives
\begin{equation}
 \Theta''+\frac{\Theta'}{r}=\sin\Theta\cos\Theta\Big(1+\frac1{r^2}\Big)-\chi\frac{\sin^2\Theta}{r}.
\end{equation}
The numerical solution has $m_z=0$ at a radius of 14.0 nm, and
\begin{equation}
 d=\pi\int_0^\infty\Big(r\Theta'^2+\frac{\sin^2\Theta}{r}\Big)dr=15.7,
\end{equation}
which is 1.25 times the lower bound $4\pi$.

For the drive choose $\mathbf p=-\hat{\mathbf y}$. The $y$ component of $\mathbf m\times\partial_x\mathbf m$ is $m_z\partial_xm_x-m_x\partial_xm_z=\Theta'\cos^2\varphi+\sin\Theta\cos\Theta\sin^2\varphi/r$. Integrating over $\varphi$ in (\ref{drive}) and restoring the unit of length gives
\begin{equation}
 F_x=-\pi c\,w\int_0^\infty(r\Theta'+\sin\Theta\cos\Theta)\,dr=14.1\,c\,w .
\end{equation}
The corresponding $F_y$ contains $\sin\varphi\cos\varphi$ and vanishes. A current density $j=10^{11}$ A/m$^2$ with spin-torque efficiency $\xi=0.1$ in each layer delivers spin $\hbar/2$ per electron, so $c=\hbar\xi j/2e=3.29\times10^{-6}$ J/m$^2$. The force per layer is $14.1\times3.29\times10^{-6}\times10^{-8}$ N $=0.464$ pN.

\subsection{Angle and speed}

The spin densities are $s_1=3.480\times10^{-15}$ and $s_2=3.343\times10^{-15}$ J\,s/m$^2$. Therefore
\begin{align}
 \Gamma_{\rm t}&=0.1\times15.67\times6.823\times10^{-15}=1.07\times10^{-14}\ \text{kg/s},\\
 |G_{\rm t}|&=4\pi\times0.1364\times10^{-15}=1.71\times10^{-15}\ \text{kg/s},\\
 \tan\theta&=0.160,\qquad \theta=9.1^\circ .
\end{align}
The sign is positive because $Q=-1$ and $s_1>s_2$. Equation (\ref{speed}) gives a speed of 86 m/s. After 1000 nm of forward motion the pair has moved 160 nm sideways, about eleven skyrmion radii.

A two per cent imbalance has this effect because two large forces are being subtracted. The Magnus force in layer 1 is $4\pi s_1v=3.75$ pN, eight times the driving force on that layer. The difference between the layers, $|G_{\rm t}|v=0.15$ pN, is small beside either Magnus force but not beside the total drive of 0.93 pN. Their ratio, 0.16, is $\sin\theta$.

A single layer of this kind would have $\tan\theta_0=8.02$, or $83^\circ$. The imbalance that gives $45^\circ$ is thus $\eta=1/8.02=0.125$. To keep the deflection below $1^\circ$, $\eta$ must be below 0.0022, which for these layers is a thickness difference of about 0.004 nm, far less than an atomic layer. If the thicknesses vary from place to place, what enters $G_{\rm t}$ is the average of $s_1-s_2$ weighted with the charge density $\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)$ of the skyrmion. This average does not fix the angle by itself. The intralayer energies scale with thickness, so a gradient of $t_1+t_2$ also pushes the pair toward the thinner region. The energy of one skyrmion is $2\pi At$ times the reduced energy integral above. Its exchange part is $d/\pi=4.99$, its chiral part is $-14.1/\pi=-4.49$, and stationarity under a change of scale makes the anisotropy part half the magnitude of the chiral part, 2.24. The sum 2.74 gives $1.7\times10^{-19}$ J for $t=1$ nm. A change of 0.04 nm across the 28 nm diameter then gives a force of about 0.25 pN, more than the net Magnus force of 0.15 pN. Equation (\ref{general}) holds for uniform thicknesses.

Equal moments do not guarantee straight motion. With $g_1=2.0$ and $g_2=2.1$,
\begin{equation}
 \eta=\frac{1/g_1-1/g_2}{1/g_1+1/g_2}=\frac{g_2-g_1}{g_2+g_1}=0.024,
\end{equation}
and the deflection is $11^\circ$ if the other parameters are kept.

For $\sigma=0.2$ mJ/m$^2$ the shift scale (\ref{shift}) is 1.2 nm, against a wall scale $w$ of 10 nm and a radius of 14 nm. The assumption of nearly opposite textures is reasonable here. Since the scale grows in proportion to the speed, it would fail at a sufficiently large current.

\section{Where the formula stops}

If the two profiles differ, $\Gamma_{\rm t}$ becomes $\alpha_1s_1d_1+\alpha_2s_2d_2$, but $G_{\rm t}$ is unchanged, because $Q$ does not depend on the shape. Different sizes or dampings alone therefore do not deflect a pair with $s_1=s_2$, as long as both skyrmions are circular and the total force is along $x$. If the layers have different $\mathbf p$ or different in-plane textures, $\theta$ is measured from the direction of the total force.

Near an edge parallel to $x$ an additional force acts. The pair can then run along the edge with $v_y=0$ if the edge supplies the transverse force $G_{\rm t}v_x$. If it cannot, the pair is lost there. Pinning adds forces that depend on position, and the steady-state angle need not apply. The same is true if the pair separates: (\ref{one}) and (\ref{two}) no longer share a velocity. Each skyrmion then faces the uniform part of the other layer, where the coupling acts on it like a magnetic field against its core. This shrinks the skyrmion and can make it collapse. The values quoted here are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
LATTICE TEST (J = 1, site = 1, spin density = 1)
grid 36 x 36, K = 0.05, DMI = 0.1581, damping = 0.3
drive torque c per layer = 0.003
topological charge, layer 1 = -1.0000
d on lattice = 15.597
uncoupled, layer 1 angle: simulated 69.64 deg
uncoupled, layer 2 angle: simulated -69.64 deg
uncoupled, formula: +/- 69.58 deg
equal layers, sigma 0.5: simulated -0.000 deg
equal layers, speed: simulated 0.02807, formula 0.02795
interlayer force on layer 1, y: -0.3528
4 pi Q s v_x for layer 1: -0.3528
centre separation, y: 0.0279 sites
rigid-shift scale, y: 0.0452 sites
s = 1.1, 0.9, sigma 0.5: simulated 15.01 deg
same, sigma 0.2, drive 2c on layer 1 only: 14.99 deg
s = 1.1, 0.9, formula: 15.03 deg
WORKED EXAMPLE
A = 10 pJ/m, K = 0.1 MJ/m^3, D = 1.0 mJ/m^2
M = 600 kA/m, damping = 0.1, g = 2.0
t1 = 1.02 nm, t2 = 0.98 nm
sigma = 0.2 mJ/m^2
current density = 1.0e+11 A/m^2, efficiency = 0.1
wall width sqrt(A/K) = 10.0 nm
skyrmion radius (m_z = 0) = 14.02 nm
d = 15.669, d/(4 pi) = 1.2469
drive integral F/(c width) = 14.105
gamma = 1.7588e+11 rad/(s T)
s1 = 3.4796e-15 J s/m^2, s2 = 3.3432e-15 J s/m^2
imbalance eta = 0.0200
torque c = 3.291e-06 J/m^2
driving force per layer = 0.4642 pN
summed drag coefficient = 1.069e-14 kg/s
summed gyro coefficient = 1.715e-15 kg/s
tan(theta) = 0.1604
deflection = 9.11 deg
single-layer: tan = 8.020, angle = 82.89 deg
speed of pair = 85.7 m/s
sideways drift per 1000 nm forward = 160 nm
Magnus force inside layer 1 = 3.749 pN
rigid-shift scale = 1.20 nm
eta for 45 deg = 0.1247
eta for 1 deg = 0.00218
eta = 0.001: deflection 0.46 deg
eta = 0.005: deflection 2.30 deg
eta = 0.010: deflection 4.59 deg
eta = 0.050: deflection 21.85 deg
eta = 0.100: deflection 38.73 deg
equal moments, g = 2.0 and 2.1: eta = 0.0244
   deflection 11.07 deg
\end{verbatim}
